# Finite Rms Edge Roughness Does Not Imply Finite Rms Slope

Take two model gate edges with the same rms roughness, 1.5 nm, and the same correlation length, 25 nm. Measure the rms slope of each by comparing points 4 nm apart, then 1 nm, then 0.25 nm. One edge gives 0.084, 0.085 and 0.085. The other gives 0.204, 0.420 and 0.846. The first has a slope that the measurement approaches. The second has a number that roughly doubles each time the step is quartered, as long as the step is short compared with the correlation length.

The edges differ in the shape of their autocorrelation, which is Gaussian for the first and exponential for the second.

## The belief and its appeal

Let \(h(x)\) be the deviation of the edge from its mean line at position \(x\) along the gate width. Assume that \(h\) is statistically stationary with zero mean, and define

\[
C(x)=\langle h(x_0)h(x_0+x)\rangle ,\qquad C(0)=\sigma^2 .
\]

The two models are

\[
C_{\rm e}(x)=\sigma^2e^{-|x|/\Lambda},\qquad
C_{\rm g}(x)=\sigma^2e^{-x^2/\Lambda^2}.
\]

Both fall to \(\sigma^2/e\) at \(x=\Lambda\), which is the meaning of "correlation length" here.

The belief is that an edge with finite \(\sigma\) and finite \(\Lambda\) must have a finite rms slope of order \(\sigma/\Lambda\). The argument sounds reasonable: the edge wanders by about \(\sigma\) over a distance of about \(\Lambda\), and no other length appears in \(C\). For our numbers \(\sigma/\Lambda=0.06\), and the Gaussian edge does have a slope of this order.

The weak point is the assumption that the rms slope approaches a limit as the measuring step shrinks. If it does not, any finite value of it must contain a further length, such as the measuring step, and dimensional analysis with \(\sigma\) and \(\Lambda\) alone cannot supply it.

## The slope over a finite step

Define the slope over a step \(a\) as \(s_a=[h(x+a)-h(x)]/a\). Its mean is zero, so its variance is

\[
D(a)=\frac{\langle h(x+a)^2\rangle+\langle h(x)^2\rangle-2\langle h(x+a)h(x)\rangle}{a^2}
=\frac{2[C(0)-C(a)]}{a^2}.
\]

The first two averages are each \(C(0)\) by stationarity. "Slope variance" will mean the limit of \(D(a)\) as \(a\to0\). The value \(C(0)\) cancels at leading order; what matters is how fast \(C\) departs from it.

For the exponential, \(1-e^{-t}=t-t^2/2+t^3/6-\dots\) with \(t=a/\Lambda\) gives

\[
D_{\rm e}(a)=\frac{2\sigma^2}{a^2}\left(1-e^{-a/\Lambda}\right)
=\frac{2\sigma^2}{\Lambda a}-\frac{\sigma^2}{\Lambda^2}+\frac{\sigma^2a}{3\Lambda^3}-\dots
\]

The first term grows without bound. For the Gaussian, \(1-e^{-t^2}=t^2-t^4/2+\dots\), and

\[
D_{\rm g}(a)=\frac{2\sigma^2}{a^2}\left(1-e^{-a^2/\Lambda^2}\right)
=\frac{2\sigma^2}{\Lambda^2}-\frac{\sigma^2a^2}{\Lambda^4}+\dots
\]

which tends to \(2\sigma^2/\Lambda^2\).

The difference lies at the origin. The exponential has a cusp there, so \(C(0)-C(a)\) is linear in \(a\). The mean-square height difference is then \(2\sigma^2a/\Lambda\), as for a random walk: the rms difference shrinks as \(\sqrt a\), too slowly to compensate division by \(a\). The Gaussian has a rounded top, and its rms height difference shrinks as \(a\).

At \(a=1\) nm the arithmetic is

\[
D_{\rm e}=4.5\,(1-e^{-0.04})=0.1764,\qquad \sqrt{D_{\rm e}}=0.420,
\]

while the Gaussian limit is \(\sqrt2\times1.5/25=0.0849\). An exponential edge simulated on a 0.25 nm grid over 524 µm, with Gaussian-distributed heights, gave 0.4204 at this step, against 0.4201 from the formula.

## The same result in wavenumbers

Define the spectrum by \(S(k)=\int C(x)e^{-ikx}dx\), so that \(C(x)=\int S(k)e^{ikx}dk/2\pi\), with integrals over the whole line. For the exponential,

\[
S_{\rm e}(k)=2\sigma^2\int_0^\infty e^{-x/\Lambda}\cos kx\,dx
=2\sigma^2\frac{1/\Lambda}{1/\Lambda^2+k^2}
=\frac{2\sigma^2\Lambda}{1+k^2\Lambda^2}.
\]

For the Gaussian, completing the square,

\[
-\frac{x^2}{\Lambda^2}-ikx=-\left(\frac{x}{\Lambda}+\frac{ik\Lambda}{2}\right)^2-\frac{k^2\Lambda^2}{4},
\]

leaves a Gaussian integral equal to \(\sqrt\pi\,\Lambda\), so \(S_{\rm g}(k)=\sqrt\pi\,\sigma^2\Lambda e^{-k^2\Lambda^2/4}\).

Because \(S\) is even, \(C(0)-C(a)=\int S(k)(1-\cos ka)\,dk/2\pi\). With \(1-\cos ka=2\sin^2(ka/2)\),

\[
D(a)=\int\frac{dk}{2\pi}\,S(k)\,\frac{4\sin^2(ka/2)}{a^2}.
\]

The factor beside \(S\) tends to \(k^2\) as \(a\to0\) and never exceeds \(k^2\). Hence \(D(a)\le\int k^2S\,dk/2\pi\). Since the integrand is non-negative, Fatou's lemma says that the limit of \(D\) cannot be smaller than this integral either. The slope variance therefore equals \(\int k^2S\,dk/2\pi\), whether finite or infinite.

This separates the two requirements. If \(S\) is regular at small \(k\) and falls as \(k^{-p}\) at large \(k\), finite height variance needs \(p>1\), but finite slope variance needs \(p>3\). The exponential model has \(p=2\) and lies between them. A Gaussian autocorrelation is sufficient for a finite slope, not necessary.

For the Gaussian, \(\int k^2e^{-\alpha k^2}dk=\sqrt\pi/(2\alpha^{3/2})\) with \(\alpha=\Lambda^2/4\) equals \(4\sqrt\pi/\Lambda^3\), and

\[
\int\frac{dk}{2\pi}k^2S_{\rm g}
=\frac{\sqrt\pi\,\sigma^2\Lambda}{2\pi}\,\frac{4\sqrt\pi}{\Lambda^3}
=\frac{2\sigma^2}{\Lambda^2},
\]

as before.

Now remove all wavenumbers above \(K\) from the exponential edge. The height variance becomes

\[
\sigma_K^2=\frac1\pi\int_0^K\frac{2\sigma^2\Lambda}{1+k^2\Lambda^2}dk
=\frac{2\sigma^2}{\pi}\arctan(K\Lambda).
\]

For the slope, write \(k^2/(1+k^2\Lambda^2)=\Lambda^{-2}[1-1/(1+k^2\Lambda^2)]\). Then

\[
\langle h'^2\rangle_K=\frac{2\sigma^2}{\pi\Lambda}\int_0^K\left[1-\frac1{1+k^2\Lambda^2}\right]dk
=\frac{2\sigma^2}{\pi\Lambda^2}\left[K\Lambda-\arctan(K\Lambda)\right].
\]

The arctangent saturates at \(\pi/2\), so the height variance converges to \(\sigma^2\) while the slope variance grows linearly in \(K\). With \(K=\pi/a\) and \(a\) reduced from 4 nm to 0.25 nm, the rms height rises from 1.476 to 1.498 nm, less than 2 %, while the rms slope rises from 0.204 to 0.846. A height measurement can thus look fully converged and say nothing about convergence of the slope.

These slopes nearly coincide with those over a finite step. Putting \(K=\pi/a\) and \(\arctan(K\Lambda)\simeq\pi/2\) gives \(2\sigma^2/(\Lambda a)-\sigma^2/\Lambda^2\), the first two terms of \(D_{\rm e}\). The agreement depends on this choice of \(K\).

## A smooth cutoff

Suppose that a process step smooths the edge by convolving \(h\) with a normalized Gaussian of standard deviation \(b\). Each amplitude is multiplied by \(e^{-k^2b^2/2}\), and the spectrum by \(e^{-k^2b^2}\). We need

\[
J=\int\frac{e^{-b^2k^2}}{1+k^2\Lambda^2}dk .
\]

Let \(I(\beta)=\int e^{-\beta(k^2+\Lambda^{-2})}/(k^2+\Lambda^{-2})\,dk\). Differentiation removes the denominator: \(I'(\beta)=-\sqrt{\pi/\beta}\,e^{-\beta/\Lambda^2}\). Since \(I(\infty)=0\), the substitution \(\beta=\Lambda^2u^2\) gives

\[
I(b^2)=\int_{b^2}^\infty\sqrt{\frac{\pi}{\beta}}\,e^{-\beta/\Lambda^2}d\beta
=2\sqrt\pi\,\Lambda\int_{b/\Lambda}^\infty e^{-u^2}du=\pi\Lambda\,{\rm erfc}(b/\Lambda).
\]

Therefore \(J=\Lambda^{-2}e^{b^2/\Lambda^2}I(b^2)=(\pi/\Lambda)e^{b^2/\Lambda^2}{\rm erfc}(b/\Lambda)\), and the blurred height variance is

\[
\sigma_b^2=\frac{\sigma^2\Lambda}{\pi}J=\sigma^2e^{b^2/\Lambda^2}{\rm erfc}(b/\Lambda).
\]

The same splitting of \(k^2/(1+k^2\Lambda^2)\) as before gives

\[
\langle h'^2\rangle_b=\frac{\sigma^2}{\pi\Lambda}\left[\frac{\sqrt\pi}{b}-J\right]
=\frac{\sigma^2}{\sqrt\pi\,b\Lambda}-\frac{\sigma_b^2}{\Lambda^2}.
\]

For \(b=2\) nm, \(\sigma_b=1.435\) nm and the slope variance is \(0.0254-0.0033=0.0221\), an rms slope of 0.149. This is a legitimate finite slope, but \(b\) helps to set it: for \(b\ll\Lambda\) it varies as \(b^{-1/2}\).

## An edge that is flat almost everywhere

A divergent slope variance does not mean that the edge is steep at a typical point. Consider an edge that takes only the values \(+\sigma\) and \(-\sigma\), with abrupt jogs placed independently at a mean spacing \(2\Lambda\). The number \(N\) of jogs in a length \(a\) is Poisson distributed with mean \(a/2\Lambda\), so

\[
\langle(-1)^N\rangle=\sum_N e^{-a/2\Lambda}\frac{(-a/2\Lambda)^N}{N!}=e^{-a/\Lambda}.
\]

The product \(h(x)h(x+a)\) is \(\sigma^2(-1)^N\), so this edge has exactly the exponential autocorrelation. The probability of an odd \(N\) is \(P=(1-e^{-a/\Lambda})/2\). Only then do the end heights differ, by \(2\sigma\), and

\[
D(a)=\frac{(2\sigma)^2P}{a^2}=\frac{2\sigma^2(1-e^{-a/\Lambda})}{a^2}.
\]

At \(a=0.25\) nm, 99.5 % of the steps have zero slope. The remaining 0.5 % have slope \(\pm3/0.25=\pm12\), and \(12\sqrt{0.004975}=0.846\), the value found for the other exponential edge. The variance diverges through rare, ever steeper events.

With time in place of position, this is the two-level current signal of a single trap whose mean times in its two states are equal. The fluctuation has a finite rms value. Its rate of change has no finite rms value as long as switching is treated as instantaneous.

The autocorrelation thus fixes the slope variance but not the slope distribution. Contour length shows the difference. The length per unit width measured with step \(a\) is \(\langle\sqrt{1+s_a^2}\rangle\). Suppose that the height differences are Gaussian-distributed, which Gaussian heights at single points do not ensure. The length then exceeds unity by 2.0 %, 8.0 % and 27 % at steps of 4, 1 and 0.25 nm. Since \(\sqrt{1+s^2}\ge|s|\) and a Gaussian variable has \(\langle|s|\rangle=\sqrt{2D/\pi}\), this length diverges as \(a\to0\). The two-level edge has jogs of height \(2\sigma\) every \(2\Lambda\) on average, so its length tends to \(1+\sigma/\Lambda=1.06\) per unit width.

## What remains safe for the transistor

The mean gate length does not depend on the slope. For a device of width \(W\), the average edge position \(\bar h\) has variance

\[
\langle\bar h^2\rangle=\frac1{W^2}\int_0^W\!\!\int_0^W C(x-x')\,dx\,dx'
=\frac2{W^2}\int_0^W(W-u)C(u)\,du ,
\]

because pairs with separation \(u\) occupy a length \(W-u\), and each occurs in two orders. Let \(q=e^{-W/\Lambda}\). For the exponential, \(\int_0^We^{-u/\Lambda}du=\Lambda(1-q)\) and \(\int_0^Wue^{-u/\Lambda}du=\Lambda^2(1-q)-\Lambda Wq\). Hence

\[
\langle\bar h^2\rangle=\frac{2\sigma^2}{W^2}\left[W\Lambda-\Lambda^2(1-q)\right]
=\frac{2\sigma^2\Lambda}{W}\left[1-\frac{\Lambda}{W}(1-q)\right].
\]

This tends to \(\sigma^2\) for \(W\ll\Lambda\), where the whole edge moves together, and to \(2\sigma^2\Lambda/W\) for \(W\gg\Lambda\), where many independent sections are averaged. At \(W=100\) nm it is \(1.125\,[1-0.25(1-e^{-4})]=0.849\) nm², an rms value of 0.92 nm. Two independent edges double the variance, so the mean gate length varies by 1.30 nm rms, or 4.3 % of a 30 nm gate. Removing all wavelengths below 8 nm keeps 99.999 % of the variance of \(\bar h\). An exponential model may therefore serve well for this quantity and still give no meaningful slope.

## Measured edges and real gates

Detection noise can imitate the divergence. If each edge point carries an independent error of rms size \(n\), the difference of two points gains a variance \(2n^2\), and the apparent slope variance gains \(2n^2/a^2\). For \(n=0.5\) nm and \(a=1\) nm this is 0.50, against 0.18 from the roughness. The two are equal when \(n^2=\sigma^2(1-e^{-a/\Lambda})\), that is, at

\[
a=-\Lambda\ln(1-n^2/\sigma^2)=2.9\ \text{nm}.
\]

Below this step noise dominates. It would make the slope of a Gaussian edge grow too, so growth alone does not establish an exponential autocorrelation. The laws differ: at small steps the rms slope grows as \(a^{-1/2}\) from exponential roughness and as \(a^{-1}\) from white noise. Over a short range of steps the two can still be confused: the Gaussian edge with \(n=0.12\) nm gives 0.094 at 4 nm and 0.190 at 1 nm, the same doubling as the exponential edge.

The parameters are rough typical values for a resist-patterned gate edge in a planar silicon transistor with a gate length of some tens of nanometres. A real edge breaks the assumption that the exponential law continues to zero distance. Smoothing by 2 nm, as above, brings the rms slope to 0.15, whereas the unsmoothed model gives 0.60 at a near-atomic step of 0.5 nm. There, with Gaussian-distributed height differences, 9 % of the slopes exceed one in magnitude, and a smooth, gently sloping edge is no longer a credible description. A finite window matters for the height instead: subtracting the mean over 100 nm leaves \(\sqrt{2.25-0.849}=1.18\) nm of the 1.5 nm rms, but that mean cancels from every height difference taken inside the window, so those slopes are unchanged. The two edges of a gate may also be correlated. If their averages, with both displacements counted in the same direction, have correlation coefficient \(\rho\), the gate-length variance is multiplied by \(1-\rho\).

The channel does not respond equally to all ripples. In a charge-free insulator, a potential \(f(z)\cos kx\) above a flat plane obeys \(f''=k^2f\), and the solution that decays away from the plane is \(e^{-kz}\). Over 1.5 nm a ripple of wavelength 2 nm is reduced to 0.9 % of its amplitude, and one of 50 nm to 83 %. These factors assume that the insulator continues below that depth. If deep, charge-free silicon of three times the permittivity begins at that depth \(d\), matching the potential and the normal displacement there gives the factor \(1/(\cosh kd+3\sinh kd)\), which is 0.45 % and 63 %. A gate edge is also not a flat plane. Model it as a step in the plane's potential whose boundary is slightly displaced as \(\cos kx\). The perturbation then contains all wavenumbers \(q\) across the edge, each decaying as \(e^{-\sqrt{k^2+q^2}\,z}\), and directly below the edge in a uniform insulator the response relative to a rigid shift is \(kd\,K_1(kd)\), with \(K_1\) a modified Bessel function. This is 2.6 % and 96 % in place of 0.9 % and 83 %. All these factors are therefore rough estimates, uncertain by a factor of several at short wavelengths, and no threshold voltage follows from them. They do indicate that electrostatics supplies a short-wavelength cutoff of its own.

An rms slope quoted for an exponential edge therefore needs its step, blur or cutoff beside it. For this edge, "0.42 over 1 nm" is a definite statement; "0.42" is not. The numerical output below lists the values for the steps, cutoffs and blur used here.

## Calculated quantities

```
rms height sigma = 1.5 nm; correlation length = 25.0 nm
gate width = 100.0 nm; gate length = 30.0 nm
simulated edge: grid 0.25 nm, length 524 um
rms slope (dimensionless), formula / simulation:
 step 4.0 nm: exponential 0.2039 / 0.2041
 step 4.0 nm: Gaussian 0.0843 / 0.0843
 step 4.0 nm: telegraph 0.2039 / 0.2035
 step 1.0 nm: exponential 0.4201 / 0.4204
 step 1.0 nm: Gaussian 0.0848 / 0.0848
 step 1.0 nm: telegraph 0.4201 / 0.4190
 step 0.25 nm: exponential 0.8464 / 0.8463
 step 0.25 nm: Gaussian 0.0849 / 0.0849
 step 0.25 nm: telegraph 0.8464 / 0.8440
Gaussian rms slope, zero-step limit = 0.0849
telegraph edge, flat steps at 0.25 nm: formula 0.9950
telegraph edge, flat steps: simulation 0.9951
exponential edge with sharp cutoff K = pi/a:
 a = 4.0 nm: K = 0.7854 1/nm
  rms height = 1.4755 nm
  rms slope = 0.2038
 a = 1.0 nm: K = 3.1416 1/nm
  rms height = 1.4939 nm
  rms slope = 0.4200
 a = 0.25 nm: K = 12.5664 1/nm
  rms height = 1.4985 nm
  rms slope = 0.8464
blur b = 2.0 nm: rms height = 1.4354 nm
 rms slope: formula = 0.1486
 rms slope: simulation = 0.1490
excess contour length, step 4.0 nm = 2.02 %
excess contour length, step 1.0 nm = 7.97 %
excess contour length, step 0.25 nm = 27.06 %
rms width-averaged edge position = 0.9214 nm
 variance kept with K = pi/(4 nm): 99.999 %
rms mean gate length, two edges = 1.3030 nm
 relative to gate length = 4.34 %
rms height inside one gate width = 1.1837 nm
detection noise = 0.5 nm rms, at step 1 nm:
 slope variance from roughness = 0.1764
 slope variance from noise = 0.5000
 simulated total slope variance = 0.6770
 step where both are equal = 2.945 nm
step 0.5 nm: rms slope = 0.5970
 probability of |slope| > 1 = 9.39 %
ripple 2.0 nm at depth 1.5 nm: factor 0.0090
ripple 50.0 nm at depth 1.5 nm: factor 0.8282
```
